# Ion survival in low-energy scattering from an exponential Auger neutralisation rate

## What dimensions and symmetry fix

In low-energy ion scattering a slow noble-gas ion strikes a surface, rebounds from one surface atom, and is counted if it is still an ion. Near the surface it can be neutralised by an Auger process: one electron of the solid fills the hole in the ion and another takes up the energy released. Let the rate of this process, for an ion at height $z$ above the top layer of nuclei, be

$$\Gamma(z)=A\,e^{-az}.$$

Here $A$ is an inverse time and $a$ an inverse length. Consider one leg of the path, on which the ion travels between a collision height $z_c$ and a great distance with constant normal speed $v$. Write its survival probability as $e^{-X}$. Four remarks nearly determine $X$.

1. The rate is the same everywhere along the surface, so motion parallel to the surface does not matter. Only the normal speed $v$ can enter.
2. $X$ is dimensionless, so it can depend only on $A/(av)$ and $az_c$.
3. Two independent neutralisation channels have survival probabilities that multiply, so their exponents add. Hence $X$ is proportional to the strength $A$, and $X=\dfrac{A}{av}\,g(az_c)$.
4. The origin of height is a convention. Moving it so that $z_c\to z_c+h$ and $A\to Ae^{ah}$ leaves the physical rate unchanged. Therefore $e^{ah}g(az_c+ah)=g(az_c)$, which requires $g(s)=g(0)\,e^{-s}$.

The exponent of one leg is thus $g(0)\,(A/a)\,e^{-az_c}/v$. Survival on two legs requires survival on each, so the exponents add, and with them the inverse normal speeds. The number $g(0)$ remains to be found.

## Assumptions

Let $v_i$ and $v_f$ be the normal speeds on the way in and on the way out, both positive. The model assumes that:

- neutralisation is irreversible and has no memory;
- the rate depends on $z$ alone and is the same function on both legs;
- each leg is straight and of constant speed, with a sudden turn at $z_c$;
- the collision itself neither neutralises nor reionises;
- source and detector are many lengths $1/a$ away.

The probability $P$ refers to ions scattered towards the detector by a single collision.

## From the rate to the logarithm

An ion present at time $t$ is neutralised during $dt$ with probability $\Gamma\,dt$. Hence

$$P(t+dt)=P(t)\,[1-\Gamma(z(t))\,dt],\qquad \frac{dP}{dt}=-\Gamma(z(t))\,P .$$

Dividing by $P$ and integrating from $P=1$ long before the collision gives

$$\ln P=-\int_{-\infty}^{\infty}\Gamma(z(t))\,dt .$$

Put the collision at $t=0$. On the way in $dz/dt=-v_i$, so $dt=-dz/v_i$, and $z$ runs from infinity down to $z_c$. Exchanging the limits absorbs the minus sign:

$$\int_{-\infty}^{0}\Gamma\,dt=-\frac1{v_i}\int_{\infty}^{z_c}\Gamma(z)\,dz=\frac1{v_i}\int_{z_c}^{\infty}\Gamma(z)\,dz .$$

On the way out $dt=dz/v_f$, and $z$ runs upward, so

$$\int_{0}^{\infty}\Gamma\,dt=\frac1{v_f}\int_{z_c}^{\infty}\Gamma(z)\,dz .$$

The same height integral appears twice. It has the dimension of a speed and is called the characteristic velocity:

$$v_c=\int_{z_c}^{\infty}Ae^{-az}\,dz=\left[-\frac Aa e^{-az}\right]_{z_c}^{\infty}=\frac Aa\,e^{-az_c}.$$

This shows that $g(0)=1$. The result is

$$\boxed{\ln P=-v_c\left(\frac1{v_i}+\frac1{v_f}\right)},\qquad v_c=\frac Aa\,e^{-az_c}.$$

The inverse speeds measure time: a slower leg keeps the ion longer in each layer of height.

**Where neutralisation acts.** If the integral stops at a height $d$ above the collision, it equals $v_c(1-e^{-ad})$. Half of it is collected within $d=\ln2/a$. The same formula shows that a source or detector at finite distance $d$ causes a relative error $e^{-ad}$ in the exponent of its leg.

**Limits.** If both speeds are much larger than $v_c$, then $P\approx1-v_c(1/v_i+1/v_f)$. If either speed tends to zero, the formula gives $P\to0$, however fast the other leg is. At fixed energy this means a grazing path, for which a single sudden collision is a doubtful description, so this limit belongs to the formula rather than to a real surface.

**Other rates.** The exponential was used only in the last integral. For any $\Gamma(z)$ with a finite height integral the law keeps its form, with $v_c=\int_{z_c}^\infty\Gamma\,dz$. A straight line in a plot of $\ln P$ against $1/v_i+1/v_f$ is therefore no evidence that the rate is exponential. If the rate differs between the legs, each inverse speed acquires its own coefficient.

## The two speeds in an experiment

Let an ion of mass $m$, speed $v_0$ and energy $E=mv_0^2/2$ hit an atom of mass $M=\mu m$ at rest, with $\mu>1$. It leaves at scattering angle $\theta$ with speed $kv_0$, and the atom recoils with speed $V$. Momentum and energy conservation give

$$M^2V^2=m^2v_0^2(1+k^2-2k\cos\theta),\qquad MV^2=mv_0^2(1-k^2).$$

Multiply the second equation by $M$, equate it to the first, and divide by $m^2v_0^2$:

$$\mu(1-k^2)=1+k^2-2k\cos\theta .$$

Collecting powers of $k$ gives

$$(1+\mu)k^2-2k\cos\theta+(1-\mu)=0 .$$

The quadratic formula contains $\cos^2\theta+\mu^2-1=\mu^2-\sin^2\theta$ under the root. For $\mu>1$ this root exceeds $|\cos\theta|$, so the positive solution is

$$k=\frac{\cos\theta+\sqrt{\mu^2-\sin^2\theta}}{1+\mu}.$$

Let $\alpha$ and $\beta$ be the angles of incidence and exit, measured from the surface normal. Then $v_i=v_0\cos\alpha$ and $v_f=kv_0\cos\beta$, and

$$\ln P=-v_c\sqrt{\frac{m}{2E}}\;G,\qquad G=\frac1{\cos\alpha}+\frac1{k\cos\beta}.$$

At fixed angles and fixed target mass, $G$ is constant and $\ln P$ is proportional to $E^{-1/2}$. The beam speed alone then suffices as a variable. When the sample is tilted it does not. Differentiating at fixed $G$ gives

$$\frac{d\ln P}{d\ln E}=-\frac12\ln P .$$

**Best tilt.** Keep beam and detector fixed and tilt the sample by $\tau$ in the scattering plane, counted positive when the normal turns towards the detector. With signed angles, $\alpha=\tau$ and $\beta=\delta-\tau$, where $\delta=180^\circ-\theta$. Setting $dG/d\tau=0$ gives

$$\frac{\sin\alpha}{\cos^2\alpha}=\frac1k\,\frac{\sin\beta}{\cos^2\beta}.$$

Both terms of $G$ are convex in $\tau$, so this is the minimum of $G$ and the maximum of $P$. For $k=1$ it lies at $\alpha=\beta=\delta/2$. For $k<1$ it has $\alpha>\beta$: the slower exit leg deserves the steeper direction.

## Worked example: He⁺ on Cu

Take 1500 eV He⁺ at normal incidence on Cu, with $\theta=145^\circ$, so that $\alpha=0$ and $\beta=35^\circ$. The rate parameters are round model values: $A=6.0$ fs⁻¹, $a=20.0$ nm⁻¹, $z_c=0.020$ nm. Speeds are in nm/fs.

The mass ratio is $\mu=15.878$, which gives $k=0.8916$ and an exit energy $k^2E=1192$ eV. The normal speeds are

$$v_i=\sqrt{2E/m}=0.2689,\qquad v_f=0.8916\times0.2689\times\cos35^\circ=0.1964 .$$

The characteristic velocity is

$$v_c=\frac{6.0}{20.0}\,e^{-20.0\times0.020}=0.2011\ \text{nm/fs}=2.011\times10^5\ \text{m/s}.$$

With $1/v_i=3.718$ fs/nm and $1/v_f=5.091$ fs/nm, the exponents of the legs are

$$X_{\rm in}=0.2011\times3.718=0.748,\qquad X_{\rm out}=0.2011\times5.091=1.024 .$$

The ion survives the way in with probability $P_{\rm in}=0.473$ and the way out with $P_{\rm out}=0.359$. The total exponent is $X=1.772$, and $P=0.170$. Half of each leg's exponent arises within 0.035 nm of the collision height.

At other settings, with the same scattering angle and the same $v_c$, the model gives:

| $E$ (eV) | $\tau$ | $1/v_i+1/v_f$ (fs/nm) | $P$ |
|---|---|---|---|
| 1000 | 0° | 10.789 | 0.114 |
| 1500 | 0° | 8.809 | 0.170 |
| 2000 | 0° | 7.629 | 0.216 |
| 1500 | −30° | 14.162 | 0.058 |
| 1500 | 30° | 8.480 | 0.182 |

At 1500 eV and zero tilt, $-\tfrac12\ln P=0.886$, so a 1 % rise in energy raises $P$ by about 0.9 % of its value. The tilts $\pm30^\circ$ have the same $v_i$ but different $v_f$, and their survival probabilities differ by a factor of about three. A law with the incoming speed alone would make them equal.

## The sudden turn is the weak point

The repulsion of the target atom stops the ion's normal motion gradually, just where the rate is largest. While the ion is above the atom, the repulsive force has an upward normal component. The normal speed therefore falls from $v_i$ to zero on the way in and rises from zero to $v_f$ on the way out. At every height it is no larger than its distant value, so for a given lowest height the true exponent exceeds that of the sudden turn.

To find the size of this excess, Newton's equations for the He and Cu atoms were integrated numerically with a Runge–Kutta method, using the Ziegler–Biersack–Littmark screened potential. The impact parameter was adjusted to give $\theta=145^\circ$, and $\Gamma(z(t))$ was integrated along the path. At 1500 eV and zero tilt the ion reaches a lowest height of 0.0177 nm. The exponent is 2.320, against 1.856 for a sudden turn at that same height. Slowing thus adds 25 % to the exponent. With the screening length reduced to one tenth, which makes the atom harder, the excess over a sudden turn at the lowest height falls to 5 %. The ion then comes down to 0.005 nm, however, so the exponent itself rises to 2.51.

The survival probability along the path in the unmodified potential is 0.098 instead of 0.170. These digits belong to the chosen potential. A Molière potential with the Firsov screening length, or with three quarters of it, gives exponents of 2.35 and 2.38, excesses of 26 % and 22 %, and $P=0.095$ and $0.092$. The form of the law fares better than the number. Define an effective $v_c$ as the path exponent divided by $1/v_i+1/v_f$:

- at zero tilt it is 0.248, 0.263 and 0.273 nm/fs for 1000, 1500 and 2000 eV;
- at 1500 eV it is 0.274 nm/fs for $\tau=-30^\circ$ and 0.262 nm/fs for $\tau=30^\circ$.

The largest of these values exceeds the smallest by 11 %. The rise with energy comes from the closer approach of faster ions. Between 1000 and 2000 eV the lowest height falls from 0.0219 to 0.0150 nm, which alone would raise the effective $v_c$ by 15 %. The excess due to slowing falls from 28 % to 23 %, which takes back about 4 %.

Even this weak drift matters if $v_c$ is taken from a slope. The path exponents at 1000 and 2000 eV are $0.2479\times10.789=2.675$ and $0.2730\times7.629=2.083$. The slope between them is

$$\frac{2.675-2.083}{10.789-7.629}=0.187\ \text{nm/fs},$$

well below each effective $v_c$. Used in the simple law at 1500 eV, this slope gives $P=e^{-0.187\times8.809}\approx0.19$, about twice the path value of 0.098. A good straight line over a limited energy range therefore does not guarantee that $P$ tends to one when the line is extended to zero inverse speed.

## Charge exchange in the collision

Suppose that an ion neutralised on the way in is reionised in the collision with probability $r$, while an arriving ion stays an ion. Both groups must then survive the way out:

$$P=P_{\rm out}\,[P_{\rm in}+(1-P_{\rm in})\,r].$$

Relative to $P_{\rm in}P_{\rm out}$, the increase is $r(1/P_{\rm in}-1)$. For $r=0.01$ in the example this is $0.01\times(1/0.473-1)$, or 1.1 %. The logarithm is no longer linear in the inverse speeds. At fixed $r$ the relative increase is largest for ions with a low normal speed on the way in, few of which arrive unneutralised; in a real collision $r$ itself depends on the energy.

If instead the collision neutralises an arriving ion with a fixed probability $q$ and $r=0$, then $P$ is multiplied by $1-q$. The line keeps its slope but acquires the intercept $\ln(1-q)$.

## Smaller corrections

The following estimates refer to the 1500 eV example at zero tilt. Each changes one thing in the sudden-turn model, and percentages are relative to $P=0.170$. The input sizes are rough.

**Image attraction.** An attraction of 2 eV makes the ion slightly faster near the surface than far away. Adding this energy to the normal motion on both legs raises $P$ by 0.2 %.

**Inelastic loss.** If electronic excitation lowers the exit energy by 20 eV, the exit speed is reduced by the factor $\sqrt{1-20/1192}$ and $P$ falls by 0.9 %.

**Thermal vibration.** Let the target atom be displaced outward by $u$ while the electrons that set the rate stay in place. The collision height becomes $z_c+u$, and the exponent becomes $Xe^{-au}$. With $s=au$ and $f(s)=\exp(-Xe^{-s})$,

$$f'=Xe^{-s}f,\qquad f''=(X^2e^{-2s}-Xe^{-s})f .$$

For a symmetric distribution of $u$ with rms value $\sigma$, the linear term averages to zero. To second order the relative change of $P$ is $\tfrac12(X^2-X)(a\sigma)^2$, which is positive when $X>1$. With $\sigma=0.01$ nm, a rough value for 300 K, this gives $\tfrac12(3.14-1.77)\times0.04=2.7\,\%$. Numerical averaging over a Gaussian gives the same figure. The effect grows as $\sigma^2$, so a range of $\sigma$ from 0.008 to 0.011 nm, as Debye estimates for Cu suggest, spans about 1.7 % to 3.4 %.

## The model beside a real copper surface

Energies of 1 to 2 keV and a characteristic velocity of order $10^5$ m/s are in the rough range used for He⁺ on metals. The separate values of $A$, $a$ and $z_c$ are less secure, since the law contains them only through $v_c$. The boldest assumption is that the exponential holds down to 0.02 nm from the nuclei. If the rate stays constant below a trial height $z_s=0.10$ nm, the height integral has a flat part and a tail:

$$v_c=\Gamma(z_s)\left(z_s-z_c+\frac1a\right)=6.0\,e^{-2}\,(0.08+0.05)=0.106\ \text{nm/fs}.$$

Then $P=0.39$ instead of 0.17. Saturation also weakens the effect of slowing, because the rate no longer peaks where the ion is slowest: with this saturated rate the 1500 eV trajectory of the earlier section gives $P=0.35$, close to the sudden-turn value. The result thus depends strongly on how the rate behaves close to the nuclei. The model is therefore not a source of absolute ion fractions unless $v_c$ is determined for the surface in question.

Reionisation of He on Cu becomes important at roughly 2 keV, so the highest energy in the table is at the edge of the simple law. The estimates also omit variation of the rate along the surface, forces from neighbouring atoms, and multiple scattering; their effect on $P$ has not been sized here.

In film analysis the ion signal of an element is proportional to its surface density, its scattering cross-section, the instrument's response and $P$. With the other factors known, a relative error in $P$ passes directly into the inferred surface density. Since $dP/P=-X\,dv_c/v_c$ at fixed speeds, a 10 % error in $v_c$ changes $P$ by about 18 % to first order in the example; the full exponential gives a fall of 16 % or a rise of 19 %, depending on the sign of the error. A comparison of two samples is safer when energy and angles are held fixed, but $P$ cancels only if $v_c$ for that element is the same in both.

Numbers in the example were calculated in double precision.
